# Hylleraas-CI with one interelectronic factor: why four-electron integrals suffice

## Result

Let every configuration contain either no interelectronic distance or one factor $r_{ij}$. All overlap and Hamiltonian matrix elements between such configurations are then finite sums of products of integrals, each coupling at most four electrons. Up to relabelling of the electrons, eight irreducible types remain:

- **Two electrons:** $r_{12}$ and $1/r_{12}$.
- **Three electrons, open:** $r_{12}r_{13}$ and $r_{12}/r_{13}$.
- **Three electrons, closed:** the triangle $r_{12}r_{13}/r_{23}$.
- **Four electrons:** the star $r_{12}r_{13}/r_{14}$, the end chain $r_{12}r_{23}/r_{34}$ and the middle chain $r_{12}r_{34}/r_{23}$.

The chains are named after the position of the Coulomb factor. The triangle is a three-electron integral; the star and the two chains are the four-electron ones. Each expression stands for the factor that multiplies a product of one-electron functions under the integral. Irreducible means here that the factor connects all its electrons and that even powers of a distance have been expanded, while odd powers are left as they arise. The list is not minimal in a stricter sense: writing $r_{12}=(r_1^2+r_2^2-2\mathbf r_1\cdot\mathbf r_2)/r_{12}$ turns the type $r_{12}$ into $1/r_{12}$, and in the same way $r_{12}r_{13}$ into $r_{12}/r_{13}$, at the price of modified orbitals.

## Assumptions

In atomic units the Hamiltonian of $N$ electrons is

$$H=\sum_i h(i)+\sum_{i<j}\frac1{r_{ij}},\qquad h=-\tfrac12\nabla^2+v(\mathbf r).$$

The potential $v$ is local and spin-free. Locality is used below, where $v$ only multiplies an orbital. A nonlocal one-electron operator evaluates the bra and ket factors at two different positions of the same electron. A separable operator $|g\rangle\langle g|$ placed between two factors $r_{12}$ then gives the open type $r_{12}r_{13}$, and for a general kernel the two factors need not combine into $r_{12}^2$; such operators are not treated here. The configurations are

$$\Phi_K=\mathcal A\,X_K,\qquad X_K=r_{ij}^{\nu}\prod_k\varphi_k(k)\,\chi,\qquad \nu=0,1,$$

where $\chi$ is a spin function. The orbitals are regular enough for $H$ to act on $X_K$ and decay fast enough for the integrals to exist, as Slater functions do. They need not be orthogonal.

## One permutation sum

Take $\mathcal A=(1/N!)\sum_P\varepsilon_P P$, where $\varepsilon_P$ is the parity of the permutation $P$. Then $\mathcal A^\dagger=\mathcal A$, $\mathcal A^2=\mathcal A$, and $\mathcal A$ commutes with the symmetric operator $H$. Hence

$$\langle\mathcal AX_K|H|\mathcal AX_L\rangle=\langle X_K|H|\mathcal AX_L\rangle=\frac1{N!}\sum_P\varepsilon_P\langle X_K|H|PX_L\rangle .$$

The overlap follows by replacing $H$ with 1. A permutation changes the labels on the factor in $X_L$ but creates no new factor. Since $H$ is spin-free, the spin sums give numbers, and only spatial integrals remain.

## Counting electrons with a graph

Draw each electron as a vertex and each interelectronic factor as an edge. The Coulomb part of the Hamiltonian produces

$$r_{ab}\,r_{cd}\,\frac1{r_{mn}},$$

with one edge from the bra, one from the ket and one from $H$. If a configuration has $\nu=0$, its edge is absent.

If the graph falls into disconnected parts, the integrand is a product of functions of different electrons, and the integral factorizes. An example is $r_{12}r_{34}/r_{56}$, which gives three two-electron integrals. Only connected parts therefore need attention.

Build a connected graph edge by edge so that it stays connected. The first edge has two vertices. Each further edge touches at least one existing vertex and so adds at most one. With $e$ edges,

$$\text{number of electrons}\le e+1 .$$

For $e=3$ this gives four. It remains to show that the kinetic energy does no worse.

## The kinetic energy

Let $f$ be a product of orbitals. Away from coalescence,

$$\nabla_i r_{ij}=\frac{\mathbf r_i-\mathbf r_j}{r_{ij}},\qquad
\nabla_i^2r_{ij}=\frac{3}{r_{ij}}-\frac{r_{ij}^2}{r_{ij}^3}=\frac2{r_{ij}} .$$

The singularity $1/r_{ij}$ is integrable, and no delta function arises. The product rule gives

$$\nabla_i^2(r_{ij}f)=r_{ij}\nabla_i^2f+\frac{2}{r_{ij}}f+\frac{2}{r_{ij}}(\mathbf r_i-\mathbf r_j)\cdot\nabla_if .$$

The last scalar product is a short sum of products of one-electron functions:

$$(\mathbf r_i-\mathbf r_j)\cdot\nabla_if=\sum_{\alpha=x,y,z}\left(x_{i\alpha}\frac{\partial f}{\partial x_{i\alpha}}-x_{j\alpha}\frac{\partial f}{\partial x_{i\alpha}}\right).$$

In the first term, electron $i$ has the modified orbital $x_\alpha\partial_\alpha\varphi_i$. In the second, electron $i$ has $\partial_\alpha\varphi_i$ and electron $j$ has $x_\alpha\varphi_j$. Neither adds an edge.

After multiplication by the bra factor $r_{kl}$, the interelectronic factors are $r_{kl}r_{ij}$ or $r_{kl}/r_{ij}$. These have two edges, so at most three electrons are coupled. For electrons other than $i$ and $j$, the Laplacian acts on an orbital alone. The potential $v$ likewise only modifies an orbital. The bound of four therefore holds for the whole of $H$.

**A case to follow by hand.** Let $F$ be a product of normalized 1s orbitals proportional to $e^{-Zr}$, and let $H_0=\sum_i(-\tfrac12\nabla_i^2-Z/r_i)$, so that $H_0F=E_FF$. Both electrons contribute to the Laplacian of $r_{12}$, giving $-\tfrac12(2/r_{12}+2/r_{12})=-2/r_{12}$. With $\nabla_iF=-Z\hat{\mathbf r}_iF$, the cross terms are

$$-\sum_{i=1}^2\nabla_ir_{12}\cdot\nabla_iF
=\frac{Z}{r_{12}}(\mathbf r_1-\mathbf r_2)\cdot(\hat{\mathbf r}_1-\hat{\mathbf r}_2)F .$$

If $\gamma$ is the angle between $\mathbf r_1$ and $\mathbf r_2$, the scalar product is $r_1+r_2-(r_1+r_2)\cos\gamma$. Therefore

$$(H_0-E_F)r_{12}F=\frac{-2+Z(r_1+r_2)(1-\cos\gamma)}{r_{12}}F .$$

Multiplication by $r_{13}F$ gives an integral of the open type $r_{13}/r_{12}$. For $Z=4$ its value is $0.215012$ hartree bohr². The same element has a gradient form. Let $\nabla$ collect the gradients of all electrons. Expanding the products gives $\nabla(AF)\cdot\nabla(BF)=\nabla(ABF)\cdot\nabla F+F^2\,\nabla A\cdot\nabla B$ for any factors $A$ and $B$. After integration by parts, half the integral of the first term together with the nuclear attraction equals $E_F\int ABF^2$. Hence $\int AF\,(H_0-E_F)\,BF=\tfrac12\int F^2\,\nabla A\cdot\nabla B$. For $A=r_{13}$ and $B=r_{12}$ only electron 1 is common to both factors, which leaves $\tfrac12\langle\nabla_1r_{13}\cdot\nabla_1r_{12}\rangle$. Its numerical value is also $0.215012$ hartree bohr². The gradient form is a polynomial times $1/(r_{12}r_{13})$, a factor outside the list of eight; the list refers to the form in which the Laplacian acts on the ket, and both forms couple the same three electrons.

## Coincident edges

When two factors join the same pair, the graph simplifies:

$$\frac{r_{12}r_{12}}{r_{12}}=r_{12},\qquad \frac{r_{12}r_{13}}{r_{12}}=r_{13},\qquad
r_{12}^2=r_1^2+r_2^2-2\sum_\alpha x_{1\alpha}x_{2\alpha}.$$

The last identity replaces the double edge by products of one-electron functions. Thus $r_{12}^2/r_{13}$ becomes two-electron integrals of type $1/r_{13}$ times one-electron moments of electron 2. It is not a new irreducible type.

## The complete classification

After these reductions, at most three distinct edges remain: at most two of type $r$ and at most one of type $1/r$.

1. One edge can be $r$ or $1/r$, which gives two types.
2. Two connected edges share one vertex. They can be $r,r$ or $r,1/r$, which gives two types.
3. Three connected edges either close or form a tree. Closed, they are a triangle. A tree with three edges has four vertices and is either a star or a chain.

With three edges, exactly one is the Coulomb edge. The edges of the triangle are equivalent, as are those of the star, so each gives one type. A chain has two inequivalent positions, end and middle, and gives two types. The total is $2+2+1+1+2=8$.

The number of ordered choices of bra, ket and Coulomb pairs follows in the same way. Write $N^{(k)}=N(N-1)\cdots(N-k+1)$.

- **Triangles:** choose three electrons and assign three roles to the edges: $\binom N3\,3!=N^{(3)}$.
- **Stars:** choose the centre and three leaves, then assign the roles: $N\binom{N-1}{3}3!=N^{(4)}$.
- **Chains:** there are $N^{(4)}/2$ labelled chains, because reversal gives the same chain. The middle position leaves two assignments of bra and ket, hence $N^{(4)}$. The two end positions give $2N^{(4)}$.

For $N=6$ these are 120 triangles, 360 stars, 720 end chains and 360 middle chains. The count describes the possible pair choices, before symmetry or small integrals are used to reduce the work.

## What distinguishes trees from the triangle

A star or a chain couples four electrons, but it can be integrated from its leaves inward. For one-electron densities $\rho_k$, define

$$U_k(\mathbf r)=\int\rho_k(\mathbf s)|\mathbf r-\mathbf s|\,d^3s,\qquad
V_k(\mathbf r)=\int\frac{\rho_k(\mathbf s)}{|\mathbf r-\mathbf s|}\,d^3s .$$

The three four-electron integrals become

$$I_{\rm star}=\int\rho_1U_2U_3V_4\,d^3r,$$

$$I_{\rm end}=\iint\rho_2(\mathbf r)U_1(\mathbf r)|\mathbf r-\mathbf s|\rho_3(\mathbf s)V_4(\mathbf s)\,d^3r\,d^3s,$$

$$I_{\rm middle}=\iint\frac{\rho_2(\mathbf r)U_1(\mathbf r)\rho_3(\mathbf s)U_4(\mathbf s)}{|\mathbf r-\mathbf s|}\,d^3r\,d^3s .$$

"Four-electron" thus describes the coupling in the original integrand. It does not mean that a twelve-dimensional quadrature is required.

For orbitals on one centre, expand both kernels in Legendre polynomials $P_L(\cos\gamma)$. With $r_<$ and $r_>$ the smaller and larger radius, the coefficient of $1/r_{12}$ is $v_L=r_<^L/r_>^{L+1}$. To find the coefficient $u_L$ of $r_{12}$, write $r_{12}=(r_1^2+r_2^2-2r_1r_2\cos\gamma)/r_{12}$. The recursion

$$\cos\gamma\,P_n=\frac{(n+1)P_{n+1}+nP_{n-1}}{2n+1}$$

feeds $P_L$ from $n=L-1$ and $n=L+1$, so

$$u_L=(r_<^2+r_>^2)v_L-2r_<r_>\left[\frac{L}{2L-1}v_{L-1}+\frac{L+1}{2L+3}v_{L+1}\right].$$

Collecting the two powers of the radii gives

$$u_L=\frac{1}{2L+3}\frac{r_<^{L+2}}{r_>^{L+1}}-\frac1{2L-1}\frac{r_<^L}{r_>^{L-1}} .$$

For $L=0$ the term with $v_{L-1}$ is absent, and the formula gives $u_0=r_>+r_<^2/(3r_>)$.

If a leaf density has finite angular momentum, its potential contains only those angular components. Multiplication by the next finite density again gives a finite set. Repeating this along a tree shows that its angular sums terminate. For s densities, every edge contributes only $L=0$.

The triangle has no leaf. For s densities, the addition theorem gives, on averaging over the direction of $\mathbf r_1$,

$$\int\frac{d\Omega_1}{4\pi}P_L(\hat{\mathbf r}_1\!\cdot\hat{\mathbf r}_2)P_{L'}(\hat{\mathbf r}_1\!\cdot\hat{\mathbf r}_3)
=\frac{\delta_{LL'}}{2L+1}P_L(\hat{\mathbf r}_2\!\cdot\hat{\mathbf r}_3).$$

Averaging this against $P_{L''}(\hat{\mathbf r}_2\cdot\hat{\mathbf r}_3)$ supplies another $\delta_{LL''}/(2L+1)$. Hence

$$\left\langle\frac{r_{12}r_{13}}{r_{23}}\right\rangle_{\rm angles}
=\sum_{L=0}^{\infty}\frac{u_L(r_1,r_2)u_L(r_1,r_3)v_L(r_2,r_3)}{(2L+1)^2}.$$

For $L\ge1$ and nonzero radii, $u_L<0$, because $r_<^2/r_>^2\le1$ and $1/(2L+3)<1/(2L-1)$. The product of two such factors and $v_L>0$ is positive. Thus, for positive s densities, every term contributes and this series does not terminate.

## Numerical values for one density

Take all densities equal to the normalized 1s density with $Z=4$. The three-edge integrals are:

- triangle: $0.7209$ bohr
- star: $0.6731$ bohr
- end chain: $0.7560$ bohr
- middle chain: $0.6388$ bohr

The star is not a product of its three edge averages. With $\langle r_{12}\rangle=0.546875$ bohr and $\langle1/r_{12}\rangle=2.5$ bohr⁻¹, that product is $0.546875^2\times2.5=0.7477$ bohr. The shared central electron correlates the three distances.

For the triangle, the terms $L=0,1,2$ contribute $0.7119$, $0.0089$ and $0.00008$ bohr. In this case the infinite series converges quickly.

## A beryllium calculation

Consider beryllium with a fixed point nucleus and no relativistic terms. Let $\Phi$ be the normalized $1s^22s^2$ determinant of unscreened hydrogenic orbitals with $Z=4$. Define

$$G=\sum_{i<j}r_{ij},\qquad C=\sum_{i<j}\frac1{r_{ij}} .$$

Since $G$ is symmetric, it commutes with $\mathcal A$. Thus $G\Phi$ is a fixed sum of configurations, each with one $r_{ij}$. The variational space is spanned by $\Phi$ and $G\Phi$.

**Matrix elements.** The one-electron part $H_0$ satisfies $H_0\Phi=E_0\Phi$, with

$$E_0=2\left(-\frac{4^2}{2}\right)+2\left(-\frac{4^2}{8}\right)=-20\ \text{hartree}.$$

For real $\Phi$, let $\nabla$ collect the gradients of all electrons. Expanding the square gives

$$|\nabla(G\Phi)|^2=G^2|\nabla\Phi|^2+2G\Phi\,\nabla G\cdot\nabla\Phi+\Phi^2|\nabla G|^2 .$$

The first two terms are $\nabla(G^2\Phi)\cdot\nabla\Phi$. Half their integral is $\int G^2\Phi(-\tfrac12\nabla^2\Phi)$ after integration by parts. Adding the nuclear attraction gives

$$H_{22}=E_0\langle G^2\rangle+\langle G^2C\rangle+\tfrac12\langle|\nabla G|^2\rangle .$$

All averages are over $\Phi^2$. Letting $H_0$ act on $\Phi$ also gives $H_{11}=E_0+\langle C\rangle$ and $H_{12}=E_0\langle G\rangle+\langle GC\rangle$.

**The graph types.** There are $6^3=216$ ordered pair choices in $\langle G^2C\rangle$. If all pairs coincide, there are 6 choices and an $r$ edge remains. If the Coulomb pair coincides with just one of two different $r$ pairs, there are $6\times5\times2=60$ choices, again leaving $r$. If only the two $r$ pairs coincide, there are 30 choices, leaving $1/r$ with moments. The other 120 choices are 24 triangles, 24 stars, 48 end chains and 24 middle chains.

The three four-electron types contribute

$$53.420+132.557+49.556=235.533\ \text{bohr}$$

out of $\langle G^2C\rangle=479.559$ bohr, or 49 percent. Each type has a nonzero total in this antisymmetric state, so the four-electron class cannot be dropped.

**The energy.** The remaining averages give

$$H_{11}=-20+6.2840=-13.7160\ \text{hartree},$$

$$H_{12}=-20(8.90190)+52.9865=-125.0515\ \text{hartree bohr},$$

$$H_{22}=-20(84.68995)+479.5592+\tfrac12(21.9099)=-1203.285\ \text{hartree bohr}^2 .$$

The unrounded value of $H_{12}$ is $-125.05143$ hartree bohr. To make the two functions orthogonal, replace $G$ by $g=G-\langle G\rangle$. The new elements are

$$s=\langle G^2\rangle-\langle G\rangle^2=5.446\ \text{bohr}^2,$$

$$k=H_{12}-\langle G\rangle H_{11}=-2.953\ \text{hartree bohr},$$

$$\frac{H_{22}-2\langle G\rangle H_{12}+\langle G\rangle^2H_{11}}s=-11.715\ \text{hartree}.$$

The normalized coupling is $k/\sqrt s=-1.2654$ hartree. The lower root of the $2\times2$ problem is

$$E=\frac{-13.716-11.715}{2}-\sqrt{\left(\frac{13.716-11.715}{2}\right)^2+1.2654^2}
=-14.329\ \text{hartree}.$$

This is $-389.90$ eV, lower than $H_{11}$ by $0.613$ hartree.

In the lower state the coefficient of $G\Phi$ relative to $\Phi$ is negative, $-0.245$ bohr⁻¹, which may look like a preference for short distances. The two functions are not orthogonal, however. In terms of $g$, the first row of the eigenvalue equation gives the coefficient

$$\frac{E-H_{11}}{k}=\frac{-0.6126}{-2.953}=0.207\ \text{bohr}^{-1}.$$

The state is proportional to $[1+0.207(G-\langle G\rangle)]\Phi$. Around the mean, larger total separation is therefore favoured. The bracket vanishes near $G=1/0.245=4.08$ bohr, which adds a nodal surface. This node is a property of the two-function space with these fixed orbitals.

The energy is a variational upper bound for the stated Hamiltonian. The space contains no orbital optimization and no separate coefficients for different pairs or shells, so the lowering is not a measure of the correlation energy. Indeed $E$ lies above the Hartree–Fock energy of beryllium, about $-14.57$ hartree. A common orbital exponent $\zeta$ in $\Phi$ alone gives the energy $1.25\zeta^2-10\zeta+1.5710\zeta$ hartree, whose minimum at $\zeta=3.372$ is $-14.210$ hartree, already $0.494$ hartree below $H_{11}$.

## Where the bound changes

With up to $p$ distance factors in each configuration, the Coulomb term has at most $2p+1$ edges and can couple up to $2p+2$ electrons. Two factors per configuration already allow six-electron integrals.

If $r_{ij}$ is replaced by a general smooth function $f(r_{ij})$, the edge count still gives at most four electrons. The reduction of coincident edges can fail, however: $f(r_{12})^2/r_{13}$ need not reduce to one-electron moments, and can remain a three-electron integral. The list of eight types therefore belongs to the linear factor $r_{ij}$, while the four-electron bound rests on the number of edges.

The numerical check compares the classification, the integrals and the beryllium matrices with independent evaluations.

## Computed results

```
irreducible graph types: 8; most electrons: 4
ordered choices, triangle r12 r13/r23: N=4 24, N=6 120
ordered choices, star r12 r13/r14: N=4 24, N=6 360
ordered choices, end chain r12 r23/r34: N=4 48, N=6 720
ordered choices, middle chain r12 r34/r23: N=4 24, N=6 360
nuclear charge Z = 4
integrals over 1s densities: value; Monte Carlo +- standard error
  r12: 0.546875; 0.54681 +- 0.00036 bohr
  1/r12: 2.500000; 2.50128 +- 0.00272 1/bohr
  r12 r13: 0.324580; 0.32418 +- 0.00038 bohr^2
  r12/r13: 1.258102; 1.25804 +- 0.00147 (no unit)
  triangle r12 r13/r23: 0.720892; 0.71866 +- 0.00124 bohr
  star r12 r13/r14: 0.673118; 0.67257 +- 0.00101 bohr
  end chain r12 r23/r34: 0.756033; 0.75420 +- 0.00130 bohr
  middle chain r12 r34/r23: 0.638808; 0.63853 +- 0.00083 bohr
triangle over 1s densities, contribution of each L (bohr)
  L=0: 7.119e-01
  L=1: 8.902e-03
  L=2: 8.162e-05
  L=3: 5.011e-06
  L=4: 6.497e-07
angular average at radii 1.0, 0.8, 1.25 bohr: direct 1.50720264, series 1.50720264 bohr
kinetic element: Laplacian form 0.215012, gradient form 0.215012 (hartree bohr^2)
beryllium, parts of <G^2 C> after reduction (bohr)
  r12: 66 choices, 97.9209, 20.42 percent
  1/r12: 30 choices, 87.5549, 18.26 percent
  star r12 r13/r14: 24 choices, 53.4202, 11.14 percent
  triangle r12 r13/r23: 24 choices, 58.5502, 12.21 percent
  end chain r12 r23/r34: 48 choices, 132.5567, 27.64 percent
  middle chain r12 r34/r23: 24 choices, 49.5563, 10.33 percent
<G> = 8.90190 bohr
<G^2> = 84.68995 bohr^2
<C> = 6.28400 hartree
<G C> = 52.98649 (no unit)
<G^2 C> = 479.55919 bohr
<|grad G|^2> = 21.90993 (no unit)
E0 = -20.00000 hartree
H11 = -13.71600 hartree
H12 = -125.05143 hartree bohr
H22 = -1203.28482 hartree bohr^2
S22: integrals 84.6899, Monte Carlo 84.9985 +- 0.2216 bohr^2
H22 - E S22: integrals 10.2067, Monte Carlo 9.6983 +- 0.4596 hartree bohr^2
coefficient of G Phi relative to Phi = -0.24500 1/bohr
lowest energy E = -14.32864 hartree = -389.902 eV
lowering from H11 = 0.61264 hartree
```
